# Uniform k-Grid Convergence for Insulators Whose Filled Bands Cross, part 1

(Sections cited here and not found follow in the second part.)

Someone choosing a $k$-grid for an insulator plots the bands, sees two filled bands cross, and notices that the lower one has a corner at the crossing. A uniform grid integrates a function with a corner only to an error of order $1/N^2$. In the chain model worked out below, that law keeps the zone average of the lowest band within $10^{-8}$ Ha for every grid size $N$ only from about $N=4259$ on. The figure is set by grids with $N$ divisible by 3; on the others the constant is a third as large and about 2459 points suffice. If the same law is assumed for the energy of all filled bands, the grid is oversized by a factor of nearly two hundred along the chain, because that energy is within $10^{-8}$ Ha for every $N$ from 22 to 60, the largest value scanned. The person who pays for 4259 points has also misread what controls the error, and will expect a small splitting between two filled bands to be dangerous and a small gap above them at the same $k$ to be no worse.

## The belief

The belief can be put as a chain of four statements. Uniform grids converge exponentially only for analytic periodic integrands. The band energy is a sum of band functions $E_n(k)$, numbered in order of increasing energy at each $k$. Where two bands cross, these functions have kinks. Therefore an insulator whose valence bands cross loses exponential convergence. The first three statements are true with two qualifications. The first holds only up to cancellations forced by symmetry: an odd integrand, however rough, sums to exactly zero on a grid symmetric under $k\to-k$. The third holds at true crossings with different slopes and not at avoided ones. The fourth does not follow, since a sum of non-analytic functions can be analytic, and for a set of bands separated by a gap from all others it is, whenever the Bloch Hamiltonian itself is analytic in $k$.

The setting is independent electrons in a fixed finite basis. The Bloch Hamiltonian $H(k)$ is a finite matrix, Hermitian for real $k$, $2\pi$-periodic in each dimensionless component $k_i$, with entries analytic in a strip around the real axis. Energies are in hartree and no spin factor is included. The grid is $k_j=2\pi j/N$, $j=0,\dots,N-1$, and "error" always means the grid mean minus the exact mean over the zone, an absolute quantity.

## What a uniform grid measures

Write $F(k)=\sum_n c_n e^{ink}$ with $c_n=\frac{1}{2\pi}\int_0^{2\pi}F e^{-ink}dk$. The geometric sum $\frac1N\sum_j e^{2\pi i nj/N}$ equals 1 when $N$ divides $n$ and 0 otherwise, and the exact mean is $c_0$, so

$$\text{error}=\sum_{l\neq0}c_{lN}.$$

Suppose $F$ is analytic for $|\mathrm{Im}\,k|\le\eta$ and $|F|\le B_\eta$ on the two edges. For $n>0$ move the integration path down to $k-i\eta$. The two vertical sides cancel by periodicity, and $|e^{-in(k-i\eta)}|=e^{-n\eta}$. For $n<0$ move it up. In both cases $|c_n|\le B_\eta e^{-\eta|n|}$, and summing two geometric series gives

$$|\text{error}|\le\frac{2B_\eta}{e^{\eta N}-1}.$$

On an $N\times N$ grid in two dimensions the error is the sum of $c_R$ over $R=N(l_1,l_2)\ne0$. Shifting only the component of $k$ that goes with the larger $|R_i|$ gives $|c_R|\le B_\eta e^{-\eta\max|R_i|}$. There are $(2L+1)^2-(2L-1)^2=8L$ integer pairs with $\max|l_i|=L$, and $\sum_L Lx^L=x/(1-x)^2$, so the bound is $8B_\eta x/(1-x)^2$ with $x=e^{-\eta N}$.

## A model with crossing valence bands

Take one orbital on each of the three sublattices A, B, C of a triangular lattice, with $g=1+e^{ik_1}+e^{ik_2}$ and

$$H_{AB}=-tg,\qquad H_{BC}=-sg,\qquad H_{CA}=-sg\,e^{-i(k_1+k_2)},$$

and diagonal $(m,-m,\Delta)$. The transposed entries are the complex conjugates for real $k$. For complex $k$ they are continued analytically, so $\bar g$ means $1+e^{-ik_1}+e^{-ik_2}$ and $H$ is no longer Hermitian. The two lowest bands are filled, and $E=E_1+E_2$. The parameters are round model values: $t=0.05$, $s=0.10$, $\Delta=0.30$ Ha, and $m=0$ or $0.005$ Ha.

On the line $k_1=-k_2=k$ the phase factor is 1 and $g$ becomes the real function $f=1+2\cos k$. This defines a chain, $H=H_0+fM$, with $H_0=\mathrm{diag}(m,-m,\Delta)$, $M_{AB}=-t$, $M_{AC}=M_{BC}=-s$, $M$ symmetric with zero diagonal.

The gap follows from the variational principle. The top level is at least any diagonal element, so $E_3\ge\Delta$. The level $E_2$ is the minimum over two-dimensional subspaces of the largest expectation value in the subspace, and the subspace spanned by A and B gives $E_2\le\sqrt{m^2+t^2|g|^2}$. For $m=0$ and $|g|\le3$ this is $E_2\le3t=0.15$ Ha. Both limits are reached, and the gap is $0.30-0.15=0.15$ Ha, or 4.08 eV. For the bottom of the spectrum, replace the components of any unit vector by their moduli and $g$ by 3. Each hopping term can only become more negative, so $E_1(k)\ge E_1(0)$.

For $m=0$ the chain is symmetric under A$\leftrightarrow$B. The odd vector $(1,-1,0)/\sqrt2$ has energy $+tf$. The even vector $(1,1,0)/\sqrt2$ has energy $-tf$ and couples to C with $-\sqrt2\,sf$, which gives the levels

$$E_\pm=\tfrac12(\Delta-tf)\pm\tfrac12\sqrt{\mathcal D},\qquad \mathcal D=(\Delta+tf)^2+8s^2f^2 .$$

At $k=0$, $f=3$ and $E_-=0.075-\frac12\sqrt{0.2025+0.72}=-0.405234$ Ha. The odd level meets an even one when $z=tf$ solves $(z+tf)(z-\Delta)-2s^2f^2=0$, that is $2f\,[(t^2-s^2)f-t\Delta]=0$. The roots are $f=0$ and $f=t\Delta/(t^2-s^2)=-2$. Real $k$ gives $-1\le f\le3$, so only $f=0$ occurs, at $k=\pm k_0$ with $k_0=2\pi/3$, where the two valence levels are both zero.

## Why the belief tempts

The filled-band energy of the chain is $E=tf+E_-=\frac12(\Delta+tf)-\frac12\sqrt{\mathcal D}$. Define the signed splitting $\delta=tf-E_-=2tf-E$. The ordered bands are $E_{1,2}=\frac12E\mp\frac12|\delta|$. Near $f=0$, $\sqrt{\mathcal D}=\Delta+tf+4s^2f^2/\Delta+O(f^3)$, so $E=-2s^2f^2/\Delta+O(f^3)$. At $k_0$, $f'=-2\sin k_0=-\sqrt3$ and $f''=-2\cos k_0=1$. Hence $E'(k_0)=0$ and $E''(k_0)=-4s^2f'^2/\Delta=-12s^2/\Delta=-0.4$ Ha.

To the left of $k_0$, $f>0$ and $\delta>0$, so $E_1=\frac12(E-\delta)$. To the right $E_1=\frac12(E+\delta)$. The jump (right minus left) of any derivative of $E_1$ is therefore the same derivative of $\delta$:

$$J=\delta'(k_0)=-2\sqrt3\,t=-0.173205\ \text{Ha},\qquad J_2=\delta''(k_0)=2t+0.4\ \text{Ha}=0.5\ \text{Ha}.$$

One-sided differences of the diagonalized $E_1$ give slopes $+0.086603$ and $-0.086603$ Ha, and the program tests their difference against $J$.

Integrating $c_n$ by parts repeatedly on the smooth pieces, a jump $J$ in the first derivative at $k_0$ contributes $Je^{-ink_0}/[2\pi(in)^2]$ and a jump $J_2$ in the second derivative contributes $J_2e^{-ink_0}/[2\pi(in)^3]$. Because $E_1$ is even, $E_1'$ is odd and its jump at $-k_0$ is again $J$, while $E_1''$ is even and its jump at $-k_0$ is $-J_2$. With $(in)^2=-n^2$, $(in)^3=-in^3$ and $e^{-ink_0}-e^{ink_0}=-2i\sin nk_0$,

$$c_n=-\frac{J\cos nk_0}{\pi n^2}+\frac{J_2\sin nk_0}{\pi n^3}+O(n^{-4}).$$

Two sums are needed. The periodic extension of $x^2/4-\pi x/2$ from $[0,2\pi]$ has slope jump $-\pi$ at $x=0$, a constant second derivative elsewhere, and mean $\pi^2/3-\pi^2/2=-\pi^2/6$. The rule just used then gives $c_n=1/(2n^2)$ exactly, so $\sum_{l\ge1}\cos(lx)/l^2=\pi^2/6-\pi x/2+x^2/4$. Integrating from 0 gives $\sum\sin(lx)/l^3=\pi^2x/6-\pi x^2/4+x^3/12$. At $x=0$ the sums are $\pi^2/6$ and 0. At $x=2\pi/3$ they are $-\pi^2/18$ and $2\pi^3/81$.

The error is $2\sum_{l\ge1}c_{lN}$, since $c_n$ is even in $n$. If 3 divides $N$, every cosine is 1 and every sine is 0:

$$\text{error}(E_1)=-\frac{\pi J}{3N^2}+O(N^{-4})=\frac{2\pi t}{\sqrt3N^2}+O(N^{-4}).$$

The constant is $0.181380$ Ha, and at $N=300$ diagonalization gives $N^2\times\text{error}=0.181379$ Ha. The sign is positive because the grid sits on the tips of the two peaks. If $N=3j+1$, the angle is $2\pi/3$, the leading constant is multiplied by $-1/3$ to give $-0.060460$ Ha, and the $J_2$ term adds $4\pi^2J_2/(81N)=0.2437\ \text{Ha}/N$. At $N=3001$ this is $-0.060460+0.000081=-0.060379$ Ha, which is the printed value. The program tests the leading constant in both cases. An error of $10^{-8}$ Ha on a grid with $3|N$ needs $N=\sqrt{0.181380/10^{-8}}\approx4259$.

So far the belief is correct: each ordered band converges as $1/N^2$. The formula $E_{1,2}=\frac12E\mp\frac12|\delta|$ already shows the kinks cancelling in this chain, but a believer can object that a mirror symmetry allowed the bands to be relabelled as the analytic functions $tf$ and $E_-$. An argument is needed that uses no symmetry and no labels.

## The projector as a contour integral

Let $G(z,k)=(z-H(k))^{-1}$, and let $\Gamma$ be a fixed closed curve, run counterclockwise, that encloses all valence levels and no conduction level for every real $k$. For real $k$, $G=\sum_a|a\rangle\langle a|/(z-E_a)$, and $\frac{1}{2\pi i}\oint dz/(z-E_a)$ is 1 for a level inside and 0 for one outside. Therefore

$$P(k)=\frac{1}{2\pi i}\oint_\Gamma G(z,k)\,dz=\sum_v|v\rangle\langle v|,\qquad E(k)=\mathrm{Tr}\,H(k)P(k)=\sum_vE_v .$$

The integrand is evaluated only on $\Gamma$. A degeneracy between two valence levels happens inside $\Gamma$, where $G$ is never needed.

In the model $\Gamma$ is the circle of centre $-0.175$ Ha and radius $0.4$ Ha. It cuts the real axis at $0.225$ Ha, the middle of the gap, and at $-0.575$ Ha, which is $0.170$ Ha below the lowest level. Its distance from the spectrum at $m=0$ is $d=0.075$ Ha. With 512 nodes on the circle, $P$ and $E$ agree with diagonalization to $1.1\times10^{-15}$ (in matrix elements and in hartree) at five values of $k$ including $k_0$, for both values of $m$.

Now let $k=k_r+i\eta$ and $X=H(k)-H(k_r)$. Factor

$$z-H(k)=\big(z-H(k_r)\big)\big[1-G(z,k_r)X\big].$$

Since $H(k_r)$ is Hermitian, the operator norm of $G(z,k_r)$ is one over the distance from $z$ to the nearest level, at most $1/d$ on $\Gamma$. If $\|X\|<d$, the Neumann series $\sum_j(GX)^j$ converges and the bracket is invertible. Then $p(z,k)=\det(z-H(k))$ does not vanish on $\Gamma$. The entries of $G$ are cofactors divided by $p$, so they are analytic in $k$ and continuous in $z$ on $\Gamma$, and their integral over the closed curve is analytic in $k$. This proves that $P$ and $E=\mathrm{Tr}HP$ are analytic and periodic in the strip where $\|X\|<d$. The bounds of the first section then give exponential convergence for $E$ and for every matrix element of $P$. The width of the strip depends on $d$ and on how fast $H$ changes with $k$. The spacing between valence levels appears nowhere.

The continued $E$ keeps its meaning. From $\mathrm{Tr}\,G=\partial_z\ln p=\sum_a1/(z-z_a)$, with $z_a$ the roots of $p$, $\mathrm{Tr}P$ counts the roots inside $\Gamma$. It is continuous and an integer, so it stays 2 across the strip. From $HG=zG-1$ and $\oint dz=0$, $E=\frac{1}{2\pi i}\oint z\,\mathrm{Tr}\,G\,dz$ is the sum of the enclosed roots. The same steps show that $\mathrm{Tr}\,H^jP=\sum_vE_v^j$ is analytic for every power $j$. More generally, $\sum_vh(E_v)=\frac{1}{2\pi i}\oint h(z)\,\mathrm{Tr}\,G\,dz$ is analytic in $k$ for any $h$ analytic on and inside $\Gamma$. Treating the filled levels alike is not enough by itself: the splitting $|\delta|$ is unchanged when the two levels are swapped, and it keeps its kink. A sum $\sum_vw_vE_v$ with unequal weights on two crossing bands keeps a term in $|\delta|$ and keeps its kink.

For the chain, $X=2[\cos(k+i\eta)-\cos k]M$, and

$$|\cos(k+i\eta)-\cos k|^2=\cos^2k\,(\cosh\eta-1)^2+\sin^2k\,\sinh^2\eta\le\sinh^2\eta,$$

because $\cosh\eta-\sinh|\eta|=e^{-|\eta|}\le1$. The eigenvalues of $M$ are $t$ (odd) and $-t/2\pm\sqrt{t^2/4+2s^2}$ (even), so $\|M\|=0.025+0.143614=0.168614$ Ha. At $\eta=0.2$, $\|X\|\le2\times0.168614\times\sinh0.2=0.067896$ Ha, below $d$. The condition holds up to $\sinh\eta=0.075/0.337228$, that is $\eta=0.2206$. For $m=0.005$ Ha the added diagonal has norm $m$ and moves no level by more than $m$, so $d\ge0.070$ Ha and $\eta=0.2$ is still inside the strip.

In two dimensions, shifting $k_1$ by $\pm i\eta$ changes each factor $e^{\pm ik_1}$ by at most $e^\eta-1$ in modulus. The entries AB and BC contain one such factor, and $H_{CA}=-s(e^{-i(k_1+k_2)}+e^{-ik_2}+e^{-ik_1})$ contains two. The absolute row and column sums of $X$ are then at most $(t+2s)$, $(t+s)$ and $3s$ times $e^\eta-1$. The squared operator norm is the largest eigenvalue of $X^\dagger X$, which is at most the largest row sum of $X^\dagger X$ and hence at most the largest column sum of $X$ times its largest row sum. So $\|X\|\le3s(e^\eta-1)=0.066421$ Ha at $\eta=0.2$, and the strip is guaranteed up to $\ln(1+d/3s)=0.2231$. The matrix is symmetric under $k_1\leftrightarrow k_2$, so the same holds for $k_2$. The program tests both norm bounds and the count of two enclosed roots on the shifted lines, and finds the largest sampled $|E|$ there to be $B_\eta=0.2597$ Ha for the chain and $0.2567$ Ha in two dimensions.

A direct test of analyticity at the crossing is the Cauchy mean-value property: an analytic function averaged over a circle equals its value at the centre. On a ring of radius $\rho=0.1$ in the complex $k$ plane around $k_0$, the defect is $2\times10^{-16}$ for $P$ and below $10^{-16}$ Ha for $E$, which is rounding. For the level of lowest real part it is $5.568\times10^{-3}$ Ha with the 32 nodes used on the ring, and $5.567\times10^{-3}$ Ha in the limit of many nodes. At leading order in $\rho$ the two levels are $\pm\sqrt3\,t\rho e^{i\varphi}$, and picking the one with negative real part gives the mean $-\sqrt3\,t\rho\cdot2/\pi$, of size $5.51\times10^{-3}$ Ha, within 1% of the computed defect.

## How the small denominators cancel

Differentiating $(z-H)G=1$ gives $-H'G+(z-H)G'=0$, so $G'=GH'G$. In the eigenbasis at real $k$,

$$\langle a|P'|b\rangle=\langle a|H'|b\rangle\,\frac{1}{2\pi i}\oint_\Gamma\frac{dz}{(z-E_a)(z-E_b)} .$$

If both levels are inside and distinct, the residues are $1/(E_a-E_b)$ and $1/(E_b-E_a)$, which cancel. If they are inside and equal, the double pole has zero residue. If both are outside, the integrand is analytic inside $\Gamma$ and the integral vanishes. If $v$ is inside and $c$ outside, the single residue is $1/(E_v-E_c)$. Hence

$$P'=\sum_{v,c}\frac{|c\rangle\langle c|H'|v\rangle\langle v|+|v\rangle\langle v|H'|c\rangle\langle c|}{E_v-E_c}.$$

This has no diagonal elements, so $\mathrm{Tr}HP'=0$ and $E'=\mathrm{Tr}PH'$. Differentiating once more and inserting $P'$,

$$E''=\mathrm{Tr}PH''+2\sum_{v,c}\frac{|\langle v|H'|c\rangle|^2}{E_v-E_c}.$$

The second-order expression for the curvature of a single band $E_1$ contains the term $2|\langle1|H'|2\rangle|^2/(E_1-E_2)$, which is large when the two levels nearly touch and the matrix element does not vanish. In the chain it vanishes at $m=0$ by the mirror symmetry, while for $m\ne0$ it equals $\sqrt3\,t$ at $k_0$. Band 2 carries the same term with the opposite sign. Mixing of two filled states rotates vectors within the filled subspace and leaves the subspace itself, and the trace of $H$ over it, unchanged.

At $k_0$ with $m=0$, $H=\mathrm{diag}(0,0,\Delta)$ and $H'=-\sqrt3M$, so A and B each couple to C with $\sqrt3\,s$. The term $\mathrm{Tr}PH''=f''(M_{AA}+M_{BB})$ is zero, and $E''=2\cdot2\cdot3s^2/(-\Delta)=-0.4$ Ha, as found from the closed form. Finite differences of the diagonalized sum, taken across the crossing, give $-0.400000$ Ha. At $k=1$ formula and differences both give $0.086229$ Ha. The formulas for $P'$, $E'$ and $E''$ are tested at both points.

## The numbers on the chain

For $m=0$ the exact means, from Gauss–Legendre quadrature on the smooth pieces, are $-0.1633752574$ Ha for $E_1$, $0.0604995251$ Ha for $E_2$, and $-0.1028757323$ Ha ($-2.7994$ eV) for $E$. The grid errors in hartree are:

| $N$ | $E_1$ | $E_2$ | $E$ | bound on $E$ |
|---|---|---|---|---|
| 6 | $5.37\times10^{-3}$ | $-4.46\times10^{-3}$ | $9.1\times10^{-4}$ | $2.2\times10^{-1}$ |
| 12 | $1.26\times10^{-3}$ | $-1.25\times10^{-3}$ | $9.8\times10^{-6}$ | $5.2\times10^{-2}$ |
| 24 | $3.15\times10^{-4}$ | $-3.15\times10^{-4}$ | $3.8\times10^{-9}$ | $4.3\times10^{-3}$ |
| 25 | $-8.07\times10^{-5}$ | $8.07\times10^{-5}$ | $-1.1\times10^{-9}$ | $3.5\times10^{-3}$ |
| 48 | $7.87\times10^{-5}$ | $-7.87\times10^{-5}$ | $1.6\times10^{-15}$ | $3.5\times10^{-5}$ |

From $N=24$ to 48 the error of each band falls by a factor 4, and that of the sum by more than six orders of magnitude, to a size near the limit of double precision. The largest error of any element of $P$ falls from $1.4\times10^{-7}$ to $1.2\times10^{-13}$. The bound, for example $2\times0.2597/(e^{4.8}-1)=4.3\times10^{-3}$ Ha at $N=24$, holds in every row but lies far above the error, partly because $\eta=0.2$ is only a guaranteed width and partly because $B_\eta$, the largest $|E|$ on the shifted lines, overestimates the Fourier coefficients.

The energy of all filled bands and the projector onto them are analytic through the crossing and converge exponentially on a uniform grid, while each ordered band of the chain converges only as $1/N^2$. The guaranteed bound lies far above the actual error, so it remains to find the true rate, to treat an avoided crossing and a two-dimensional cone, and to see where the result stops.
